# Null collisions and the choice of rate bound in high-field Monte Carlo

## What a frozen scattering rate does

A Monte Carlo simulation of electrons in a strong field alternates free flights with scattering events. The simplest way to choose a flight time is to take the scattering rate at the start of the flight, $\lambda(0)$, and draw an exponential time with that rate. In a strong field this fails, because the electron gains energy during the flight and its scattering rate changes before the flight ends.

Consider an electron that starts at 1.5 eV, moving in the direction in which the field accelerates it, in the model specified below. Its initial rate is $0.2408\ \mathrm{fs^{-1}}$, so the frozen rate gives a mean flight time of $1/0.2408=4.15$ fs. The correct mean is 3.59 fs; the frozen value is 16% too long relative to it. The choice of mechanism suffers more. Impact ionization in this model starts at 1.5 eV, so its rate at the start of the flight is zero. If the mechanism were also chosen from the initial rates, this flight could never end in ionization, whereas the correct share is 3.9%. For a study of avalanche breakdown, that is the event of interest.

The scheme must therefore follow the changing rate. One could solve an integral equation for every flight time, but a constant rate with rejected events achieves the same law with elementary draws. It remains to show that the rejections introduce no bias, and to find how large the constant should be.

## The law to be reproduced

Between collisions the electron follows a deterministic trajectory. Let $\lambda_j(t)$ be the rate of mechanism $j$ along it, and $\lambda=\sum_j\lambda_j$ the total rate. Given that no collision has happened by time $t$, the probability of one in the next $dt$ is $\lambda(t)\,dt$. The survival probability $S(t)$ therefore obeys

$$S(t+dt)=S(t)\,[1-\lambda(t)\,dt],\qquad S'=-\lambda S,\qquad S(0)=1 .$$

Its solution, and the density $f_j$ for a flight ending at $t$ by mechanism $j$, are

$$S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\lambda(s)\,ds,\qquad f_j(t)=\lambda_j(t)\,e^{-\Lambda(t)} .$$

Direct sampling would draw a uniform number $r$ and solve $\Lambda(T)=-\ln r$ for the flight time $T$. This is correct, but it needs an integral and a root search for each flight.

## Rejection with a constant rate

Choose a constant $\Gamma\ge\lambda(t)$ and let tentative events occur at rate $\Gamma$. At each one, evaluate the real rate at the current state. Accept the event with probability $\lambda/\Gamma$, and then select mechanism $j$ with probability $\lambda_j/\lambda$. If it is rejected, the event is null: momentum and energy are unchanged, and the same trajectory continues.

To prove that this gives $f_j$, let $P_n(t)$ be the probability that by time $t$ there have been $n$ null events and no real one. Any tentative event removes the flight from this class, at total rate $\Gamma$. A null event brings it in from the class with $n-1$ null events, at rate $\Gamma(1-\lambda/\Gamma)=\Gamma-\lambda$. Hence

$$P_n'=-\Gamma P_n+(\Gamma-\lambda)P_{n-1},\qquad P_{-1}=0,$$

with $P_0(0)=1$ and $P_n(0)=0$ for $n\ge1$. Write $P_n=e^{-\Gamma t}u_n$. The derivative of the exponential cancels the first term on the right, leaving

$$u_n'=(\Gamma-\lambda)u_{n-1},\qquad u_0=1 .$$

Define $G(t)=\Gamma t-\Lambda(t)$, so that $G'=\Gamma-\lambda$ and $G(0)=0$. If $u_{n-1}=G^{n-1}/(n-1)!$, then $u_n'=G'G^{n-1}/(n-1)!$, which integrates to $u_n=G^n/n!$. Since $u_0=1$ has this form, induction gives

$$P_n(t)=e^{-\Gamma t}\frac{G(t)^n}{n!}.$$

The number of null events is not observed by the physics, so we sum over it:

$$\sum_{n=0}^{\infty}P_n=e^{-\Gamma t}e^{G}=e^{-\Gamma t+\Gamma t-\Lambda}=e^{-\Lambda(t)} .$$

This is the required survival probability. From every class $n$, a real event of type $j$ occurs in $dt$ with probability

$$\Gamma\,dt\;\frac{\lambda}{\Gamma}\;\frac{\lambda_j}{\lambda}=\lambda_j\,dt .$$

Multiplication by the survival probability gives $f_j=\lambda_j e^{-\Lambda}$. The constant $\Gamma$ has disappeared from the joint law of flight time and mechanism. If the state after each collision is drawn from the correct scattering law, the next flight also starts correctly, and induction over flights extends the result to the whole electron history.

## What the constant costs

The density for a real collision at $t$ preceded by $n$ null events is $\lambda P_n$. Division by the total density $\lambda e^{-\Lambda}$ gives the distribution of $n$ for a flight of known duration $t$:

$$\frac{P_n}{e^{-\Lambda}}=e^{-G}\frac{G^n}{n!}.$$

It is a Poisson distribution with mean $G(t)=\Gamma t-\Lambda(t)$. Now average over flight times, assuming that flights end with probability one and have a finite mean duration:

$$\langle n\rangle=\Gamma\langle T\rangle-\int_0^\infty\Lambda\,\lambda e^{-\Lambda}dt
=\Gamma\langle T\rangle-\int_0^\infty\Lambda e^{-\Lambda}d\Lambda
=\Gamma\langle T\rangle-1 .$$

The substitution uses $d\Lambda=\lambda\,dt$, and the last integral equals one. Including the real collision, a flight needs $\Gamma\langle T\rangle$ tentative events on average. Over a long run there are $\Gamma$ tentative events and $\langle\lambda\rangle$ real ones per unit time, where $\langle\lambda\rangle$ is the time average of the real rate. Their ratio is $\Gamma/\langle\lambda\rangle$.

Both costs rise in proportion to $\Gamma$, while the physical law does not depend on it. The best single constant is therefore the smallest valid one, the supremum of $\lambda$ over all reachable states. An average or typical rate will not do.

## A model with a finite supremum

The worked model has a parabolic band with effective mass $0.5\,m_e$ and a uniform field of $10^8$ V/m, or 1 MV/cm. These are round parameters, not those of a named material. Let $z$ point along the force on the electron, and define the scaled momentum $\mathbf q=\mathbf p/\sqrt{2m}$, so that the energy is $E=q^2$. Since $\dot p_z=eF$, with $e>0$ the elementary charge and $F$ the field strength,

$$q_z(t)=q_z(0)+gt,\qquad g=\frac{eF}{\sqrt{2m}}=0.0419\ \sqrt{\mathrm{eV}}/\mathrm{fs}.$$

With $E$ in eV, the phonon-emission and ionization rates in $\mathrm{fs^{-1}}$ are

$$\lambda_{\rm ph}=0.2\sqrt{E-0.05},\qquad
\lambda_{\rm ion}=0.1\left(\frac{E-1.5}{1.5}\right)^2 ,$$

each zero below its threshold. Above 6 eV both are held at their 6 eV values. Scattering is isotropic. Phonon emission removes 0.05 eV; after ionization the primary electron keeps one third of its energy above 1.5 eV, and the secondary is not followed. Phonon absorption is left out.

The model also takes flights as classical and collisions as instantaneous, with sharp energies. At such high rates this is an idealization: at 1.5 eV the energy width $\hbar\lambda$ is already about 0.16 eV, more than the phonon energy, and it grows with the rate. The model serves to test the sampling method, not to predict the behaviour of a real material.

Neither rate decreases with energy, so the supremum is the plateau value:

$$\Gamma_*=0.2\sqrt{5.95}+0.1\,(4.5/1.5)^2=0.488+0.900=1.388\ \mathrm{fs^{-1}} .$$

The plateau is reachable from every state: the electron crosses 6 eV if it goes long enough without a collision, and this has nonzero probability. Without the plateau, the rates would grow without limit, and no finite constant would be valid for a run of unlimited length. A run of fixed length has a finite bound, but a very wasteful one: an electron starting at 1.5 eV could reach about 92 eV in 200 fs, where the rate would be about $369\ \mathrm{fs^{-1}}$.

For the single flight described at the start, the integrated rate at 10 fs is $\Lambda=3.033$, so $S=e^{-3.033}=0.0482$. With $\Gamma_*$, the mean number of null events in a flight lasting 10 fs is $G=13.879-3.033=10.846$. Direct numerical integration of the equations for $P_n$ gives the same summed survival, 0.0482.

The mean null number over all flights is $1.388\times3.591-1=3.98$; sampling gives 3.97. Doubling the constant raises the prediction to 8.97, and sampling again gives 8.97. The sampled flight-time distributions agree with $1-e^{-\Lambda}$ for both constants within the statistical limit, and the sampled ionization shares, 3.88% and 3.82%, agree with the calculated 3.86%. The larger constant does more work for the same physics.

## What happens when the constant is too small

Suppose $\Gamma<\lambda$ somewhere along the trajectory. An acceptance probability cannot exceed one, so every tentative event there is accepted, and the real-event rate becomes

$$\mu(t)=\min[\lambda(t),\Gamma].$$

The sampled survival is $\exp(-\int_0^t\mu\,ds)$, which is too large once the bound has been violated for a finite time.

The error can be bounded by splitting the true rate into $\mu$ and an excess $\varepsilon=\lambda-\mu$. Run two independent clocks with these rates along the same trajectory. The first event on either clock ends the true flight, because $\mu+\varepsilon=\lambda$. The first event on the $\mu$ clock ends the faulty flight. The two flight times differ only if the excess clock fires first, which has probability

$$p=\int_0^\infty\varepsilon(t)e^{-\Lambda(t)}dt .$$

For any set of flight times, the probabilities under the two laws differ by at most $p$. The largest such difference, called the total variation distance, therefore cannot exceed $p$.

For the single flight with $\Gamma=0.25\ \mathrm{fs^{-1}}$, the total variation distance is 0.036 and the bound is 0.107. Sampling agrees with the capped law and is statistically distinguishable from the true one. This constant exceeds the initial rate of 0.2408 fs$^{-1}$, so checking the bound only at the start of the flight would not reveal the fault.

Over many flights the error feeds back on the electron energy. An ensemble starts at 1.5 eV with random directions and runs for 200 fs. With $\Gamma_*$ the final mean energy is 0.916 eV; with the low constant it is 0.968 eV, or 5.7% higher. The number of ionizations per electron rises from 0.726 to 0.797, or by about 10%. This rise may seem odd, since capping the total rate lowers the ionization rate at each energy where it acts and raises it nowhere. The larger count must therefore come from a changed energy distribution, whose effect outweighs the direct reduction.

## The price of rare hot electrons

Using $\Gamma_*$ is correct but wasteful here. In the reference ensemble the mean real rate is $0.1855\ \mathrm{fs^{-1}}$, so the cost ratio is

$$\frac{\Gamma_*}{\langle\lambda\rangle}=\frac{1.388}{0.1855}=7.48 .$$

About $1-1/7.48=87\%$ of tentative events are null. Yet electrons spend a sampled fraction of only $6.6\times10^{-5}$ of their time at rates above $\Gamma_*/2$.

One might accept a controlled error and use $\Gamma_*/2$. The excess rate is then at most $0.694\ \mathrm{fs^{-1}}$, and the clock construction extends to whole histories: the true and faulty histories agree until the first excess event. The expected number of such events in 200 fs bounds the probability of disagreement:

$$200\times(6.6\times10^{-5})\times0.694\approx0.009 .$$

At most about 1% of histories would be affected; the time fraction rests on few electrons and is known only roughly. That may suffice for a mean energy, but this bound does not guarantee a comparable relative accuracy for the rare events produced by the hottest electrons. On the plateau itself, the ionization rate would be halved.

## A bound that need not last forever

The waste arises because one constant must cover states that the current electron is unlikely to reach before its next collision. Instead, choose a horizon $h$ and use a bound valid only over that time:

$$M(h)=\sup_{0\le s\le h}\lambda(s).$$

Here time is measured from the current state. Draw an exponential waiting time $w$ with rate $M$. If $w\le h$, move to $w$ and accept a real collision with probability $\lambda(w)/M$. If $w>h$, move to $h$ without an event. In either case, calculate a new bound from the state reached and draw again.

Discarding the unused part of $w$ causes no bias. An exponential waiting time has no memory: given that no tentative event has yet occurred in the current window, one occurs in the next $dt$ with probability $M\,dt$. The probability of a real collision is then

$$M\,dt\;\frac{\lambda}{M}=\lambda\,dt,$$

whatever the earlier draws and bounds were. Averaging over them again gives $S'=-\lambda S$. The bound must be fixed before the waiting time is drawn; choosing it after seeing the outcome would invalidate this argument.

For a parabolic band in a uniform field, with a rate that does not decrease with energy, the bound is easy to find. Along a flight,

$$E(t)=q_\perp^2+(q_z+gt)^2,\qquad E''=2g^2>0 .$$

The energy is convex in time, so its maximum over a window lies at one end. Since $\lambda$ does not decrease with energy, $M(h)$ is the larger of $\lambda(0)$ and $\lambda(h)$. Both ends must be compared: an electron moving against the force first slows down. In a real band the energy can peak inside the window, and a rate that follows the density of states need not rise with energy; the bound must then be the maximum of the rate over all states crossed in the window, not its value at an end. This bound is finite even if the rate has no plateau, so the horizon scheme also covers the case where a global constant is impossible or uselessly large.

## Choosing the horizon

A short horizon gives a tight bound but many window crossings; a long one gives a loose bound and many null events. A useful measure is the mean time advanced by the next draw, $a(h)=\langle\min(w,h)\rangle$. The probability that this time exceeds $s$ is $e^{-Ms}$ for $s<h$ and zero beyond, so

$$a(h)=\int_0^h e^{-Ms}ds=\frac{1-e^{-Mh}}{M}.$$

Let $x=Mh$ and $M'=dM/dh$. Differentiate, remembering that $M$ also depends on $h$:

$$a'=e^{-x}+M'\left[\frac{h e^{-x}}{M}-\frac{1-e^{-x}}{M^2}\right].$$

Set $a'=0$ and multiply by $M^2e^x$. The terms become $M^2$, $M'Mh=M'x$ and $-M'(e^x-1)$, giving

$$M^2=M'\,(e^x-1-x).$$

This is the condition for a smooth interior maximum. If the rate is constant, $M'=0$ and there is no finite solution: $a$ keeps increasing with $h$, and the ordinary constant-rate method is best. For $h\to0$, $a\to h$, so progress per draw vanishes.

For a linear rise, $M=\lambda_0+\beta h$ with $\lambda_0\ge0$ and $\beta>0$, divide the condition by $\beta x$ and use $x=Mh$:

$$\frac{e^x-1-x}{x}=\frac{M}{\beta h}=1+\frac{\lambda_0}{\beta h}.$$

The left side has the series $x/2+x^2/6+\dots$ and increases from zero without limit as $h$ grows. The right side decreases, or stays at one if $\lambda_0=0$. There is therefore one solution. Before it $a'>0$ and after it $a'<0$, so it is the maximum.

For the flight starting at 1.5 eV, the condition gives $h_*=6.86$ fs, in agreement with direct maximization. The electron then has $q=1.225+0.0419\times6.86=1.512$ in $\sqrt{\mathrm{eV}}$, or $E=2.29$ eV. The bound is $M=0.327\ \mathrm{fs^{-1}}$ and $x=2.24$, so

$$a(h_*)=\frac{1-e^{-2.24}}{0.327}\approx2.7\ \mathrm{fs}.$$

With the global constant, the mean advance is $1/1.388=0.72$ fs.

## Reading the ensemble costs

The ensemble test applies each chosen horizon to all electrons. The counts below include draws that merely cross a window. With the global constant, 7.51 draws are needed per real collision. Horizons of 2, 6.86 and 32 fs need 3.27, 1.52 and 2.95. The intermediate horizon thus reduces the number of draws by a factor of about five ($7.51/1.52$).

The two extremes show the two kinds of waste. With 2 fs windows, at least $200/2=100$ draws per electron are unavoidable; the simulation uses 121. With a 32 fs horizon, an electron at 0.9 eV moving along the force must be covered up to

$$E=(0.95+0.0419\times32)^2\approx5.2\ \mathrm{eV},$$

although it will usually scatter long before reaching that energy.

All valid choices agree with a separate small-time-step simulation, within five combined standard errors plus 1% of the reference value for its finite step. For $h_*$, the final mean energy is $0.917\pm0.005$ eV and the ionization count is $0.726\pm0.005$ per electron; the reference gives $0.915\pm0.006$ eV and $0.726\pm0.007$. The invalid low constant needs 1.44 draws per real collision, only 5% fewer than the correct scheme with $h_*$. Counted in draws, its bias buys almost nothing here.

This factor of about five counts draws, not computer time. Each horizon draw also needs a new bound, which here costs one rate evaluation at the higher-energy end of its window, so the saving in time depends on the cost of evaluating the rate. Nor is $h_*$ the optimum for the ensemble: it maximizes the next advance from one state, other states have other best horizons, and a somewhat longer common horizon needs fewer draws here. These choices affect the cost alone. Correctness requires that the bound hold throughout the interval for which it is used. The numerical output below gives the full comparison.

## Computed values

```
effective mass 0.5 m_e; field 1.0e+08 V/m = 1.0 MV/cm
phonon 0.05 eV; threshold 1.5 eV; plateau 6.0 eV
phonon prefactor 0.2 /fs at 1 eV above phonon energy; ionization prefactor 0.1 /fs
start energy 1.5 eV; scaled push 0.04194 sqrt(eV)/fs
rate at start 0.2408 /fs; best constant 1.3879 /fs = 1.388e+15 /s
single flight: mean time 3.5909 fs; ionization share 0.03864
at 10 fs: integrated rate 3.03278; survival 0.048181
at 10 fs: sum of null-number probabilities 0.048181; Poisson parameter 10.8457
sampled flights 200000; CDF distance limit 0.00492
Gamma 1.3879 /fs: CDF distance 0.00277; nulls 3.9726 (theory 3.9836); ionized 0.03880
Gamma 2.7757 /fs: CDF distance 0.00222; nulls 8.9737 (theory 8.9673); ionized 0.03816
low constant 0.25 /fs: CDF distance to capped law 0.00214, to true law 0.03629
low constant: total variation 0.03564; coupling bound 0.10665
optimal next-draw horizon h* 6.856 fs; M 0.3267 /fs; x 2.2394
mean advance at h* 2.7353 fs; with best global constant 0.7205 fs
ensemble duration 200 fs; electrons 20000; reference electrons 10000, step 0.05 fs
reference mean rate 0.1855 /fs; Gamma/mean rate 7.481
time share with rate above half the best constant 6.62e-05
ensemble columns: final energy (eV), real collisions, ionizations per electron, each +- standard error
time-step reference: 0.9145 +- 0.0064; 37.0275 +- 0.0776; 0.7264 +- 0.0072
best constant: 0.9161 +- 0.0045; 37.0735 +- 0.0554; 0.7264 +- 0.0050
twice best constant: 0.9130 +- 0.0045; 36.9751 +- 0.0545; 0.7363 +- 0.0051
horizon 2 fs: 0.9163 +- 0.0046; 37.0414 +- 0.0549; 0.7244 +- 0.0050
horizon h*: 0.9166 +- 0.0045; 37.0287 +- 0.0548; 0.7260 +- 0.0050
horizon 32 fs: 0.9132 +- 0.0045; 37.0446 +- 0.0554; 0.7307 +- 0.0050
low constant: 0.9683 +- 0.0052; 35.3787 +- 0.0505; 0.7973 +- 0.0052
best constant: draws per electron 278.53; draws per real collision 7.513
twice best constant: draws per electron 556.30; draws per real collision 15.045
horizon 2 fs: draws per electron 121.06; draws per real collision 3.268
horizon h*: draws per electron 56.16; draws per real collision 1.517
horizon 32 fs: draws per electron 109.24; draws per real collision 2.949
low constant: draws per electron 50.94; draws per real collision 1.440
```
